# Hellmann–Feynman Theorem for the Group Velocity of a Waveguide Mode, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Maxwell's equations to the slope of the dispersion curve

A dielectric waveguide is uniform along $z$. Its permittivity $\varepsilon(x,y)$ is real, positive and independent of frequency, and its permeability is $\mu_0$ everywhere. The permittivity may jump at interfaces. There are no free charges or currents.

A guided mode has physical fields

$$
\mathrm{Re}\left[\mathbf E(x,y)\,e^{i(kz-\omega t)}\right],\qquad
\mathrm{Re}\left[\mathbf H(x,y)\,e^{i(kz-\omega t)}\right],
$$

with real propagation constant $k$ and $\omega>0$. The complex amplitudes $\mathbf E$ and $\mathbf H$ have three components each. They decay exponentially far from the guiding region, which excludes radiation modes and leaky modes. As $k$ varies, the mode traces a branch $\omega(k)$ whose slope is the group velocity $v_g=d\omega/dk$. The aim is to find this slope from the fields at a single value of $k$. SI units are used, because atomic units are unnatural for this problem.

### (a) The eigenproblem

*Write Maxwell's curl equations as an eigenvalue problem for $\omega$ at fixed $k$, and show how the operator depends on $k$.*

*Solution.* Without currents, the curl equations are $\nabla\times\mathbf E_{\rm full}=-\mu_0\,\partial_t\mathbf H_{\rm full}$ and $\nabla\times\mathbf H_{\rm full}=\varepsilon\,\partial_t\mathbf E_{\rm full}$. For the chosen exponential, $\partial_t$ becomes $-i\omega$ and $\partial_z$ becomes $ik$. With

$$
\nabla_k=\nabla_t+ik\hat{\mathbf z},\qquad
\nabla_t=\hat{\mathbf x}\,\partial_x+\hat{\mathbf y}\,\partial_y ,
$$

the amplitudes obey $\nabla_k\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla_k\times\mathbf H=-i\omega\varepsilon\mathbf E$. Multiplying the first equation by $-i$ and the second by $i$ gives

$$
\omega\varepsilon\mathbf E=i\nabla_k\times\mathbf H,\qquad
\omega\mu_0\mathbf H=-i\nabla_k\times\mathbf E. \tag{1}
$$

Collect the six components in $\psi=(\mathbf E,\mathbf H)$ and define

$$
A(k)\psi=\left(i\nabla_k\times\mathbf H,\;-i\nabla_k\times\mathbf E\right),\qquad
B\psi=(\varepsilon\mathbf E,\;\mu_0\mathbf H).
$$

Equation (1) then reads

$$
A(k)\psi=\omega B\psi. \tag{2}
$$

This is a generalized eigenproblem, because the positive weight $B$ stands beside the eigenvalue.

The divergence conditions need no separate treatment. The divergence $\nabla_k\cdot$ of a curl $\nabla_k\times$ vanishes, so (1) gives $\omega\nabla_k\cdot(\varepsilon\mathbf E)=0$ and $\omega\nabla_k\cdot(\mu_0\mathbf H)=0$. Since $\omega\neq0$, both divergence conditions hold.

The propagation constant enters $A(k)$ through the term $ik\hat{\mathbf z}$ alone. In the electric row it gives $i(ik)\hat{\mathbf z}\times\mathbf H=-k\hat{\mathbf z}\times\mathbf H$. In the magnetic row it gives $-i(ik)\hat{\mathbf z}\times\mathbf E=k\hat{\mathbf z}\times\mathbf E$. Therefore

$$
A(k)=A(0)+kA',\qquad
A'\psi=\left(-\hat{\mathbf z}\times\mathbf H,\;\hat{\mathbf z}\times\mathbf E\right). \tag{3}
$$

The operator is linear in $k$, and $A'$ contains no derivatives. This is the advantage of keeping both fields: eliminating one of them would give a second-order operator that is quadratic in $k$.

### (b) Hermiticity

*Show that $A(k)$ is Hermitian for guided fields, including at interfaces where $\varepsilon$ jumps.*

*Solution.* For $\phi=(\mathbf e,\mathbf h)$ and $\psi=(\mathbf E,\mathbf H)$, define the integral over the cross-section

$$
\langle\phi|\psi\rangle=\int\left(\mathbf e^*\cdot\mathbf E+\mathbf h^*\cdot\mathbf H\right)dA .
$$

It will be used only with $A$, $A'$ or $B$ acting on one side, and then both terms have the same unit.

First consider the curl. For two vector amplitudes $\mathbf F$ and $\mathbf G$, apply the product rule

$$
\nabla\cdot(\mathbf a\times\mathbf b)=\mathbf b\cdot(\nabla\times\mathbf a)-\mathbf a\cdot(\nabla\times\mathbf b)
$$

to $\mathbf a=\mathbf Ge^{ikz}$ and $\mathbf b=\mathbf F^*e^{-ikz}$. The exponentials cancel in $\mathbf a\times\mathbf b$, so its $z$ derivative vanishes. Also $\nabla\times\mathbf a=e^{ikz}\,\nabla_k\times\mathbf G$ and, because $k$ is real, $\nabla\times\mathbf b=e^{-ikz}(\nabla_k\times\mathbf F)^*$. Hence

$$
\nabla_t\cdot(\mathbf G\times\mathbf F^*)
=\mathbf F^*\cdot(\nabla_k\times\mathbf G)-(\nabla_k\times\mathbf F)^*\cdot\mathbf G .
$$

Integrate this over each region in which $\varepsilon$ is smooth. The divergence theorem turns the left side into integrals over boundary lines. The line at infinity contributes nothing, because the fields decay exponentially while its length grows linearly with radius. At an interface with normal $\hat{\mathbf n}$, the integrand $\hat{\mathbf n}\cdot(\mathbf G\times\mathbf F^*)$ contains only tangential components. These are continuous for both electric and magnetic fields. The outward normals on the two sides are opposite, so the two contributions cancel. What remains is

$$
\int\mathbf F^*\cdot(\nabla_k\times\mathbf G)\,dA
=\int(\nabla_k\times\mathbf F)^*\cdot\mathbf G\,dA. \tag{4}
$$

Now insert this into the six-component operator:

$$
\begin{aligned}
\langle\phi|A\psi\rangle
&=\int\left[i\,\mathbf e^*\cdot(\nabla_k\times\mathbf H)-i\,\mathbf h^*\cdot(\nabla_k\times\mathbf E)\right]dA\\
&=\int\left[i(\nabla_k\times\mathbf e)^*\cdot\mathbf H-i(\nabla_k\times\mathbf h)^*\cdot\mathbf E\right]dA .
\end{aligned}
$$

In the other order, complex conjugation changes the signs of the factors $i$:

$$
\begin{aligned}
\langle A\phi|\psi\rangle
&=\int\left[(i\nabla_k\times\mathbf h)^*\cdot\mathbf E+(-i\nabla_k\times\mathbf e)^*\cdot\mathbf H\right]dA\\
&=\int\left[-i(\nabla_k\times\mathbf h)^*\cdot\mathbf E+i(\nabla_k\times\mathbf e)^*\cdot\mathbf H\right]dA .
\end{aligned}
$$

The two results agree, so

$$
\langle\phi|A(k)\psi\rangle=\langle A(k)\phi|\psi\rangle. \tag{5}
$$

The operator $B$ is Hermitian because it multiplies by real functions. If $\varepsilon$ were complex, as in an absorbing or amplifying medium, this would fail and the argument of the next part would break down.

### (c) Two modes at different propagation constants

*Let $\psi_1$ and $\psi_2$ be guided modes of the same structure at $k_1,\omega_1$ and $k_2,\omega_2$. Find a relation between $k_2-k_1$ and $\omega_2-\omega_1$ that involves no derivative with respect to $k$.*

*Solution.* Project the equation for mode 2 onto mode 1:

$$
\langle\psi_1|A(k_2)\psi_2\rangle=\omega_2\langle\psi_1|B\psi_2\rangle .
$$

Next let $A(k_1)$ act on $\psi_2$. By (5) it can be moved to the left, where $\psi_1$ is its eigenmode:

$$
\langle\psi_1|A(k_1)\psi_2\rangle
=\langle A(k_1)\psi_1|\psi_2\rangle
=\omega_1\langle B\psi_1|\psi_2\rangle
=\omega_1\langle\psi_1|B\psi_2\rangle .
$$

This step is allowed because $\psi_2$ decays and has continuous tangential components, and neither property refers to the value of $k$ in the operator. Subtract the two equations. By (3), $A(k_2)-A(k_1)=(k_2-k_1)A'$, so

$$
(k_2-k_1)\langle\psi_1|A'\psi_2\rangle=(\omega_2-\omega_1)\langle\psi_1|B\psi_2\rangle. \tag{6}
$$

To write the left side in terms of fields, use (3) and the cyclic property of the triple product:

$$
-\mathbf E_1^*\cdot(\hat{\mathbf z}\times\mathbf H_2)
=-\hat{\mathbf z}\cdot(\mathbf H_2\times\mathbf E_1^*)
=\hat{\mathbf z}\cdot(\mathbf E_1^*\times\mathbf H_2),
$$

$$
\mathbf H_1^*\cdot(\hat{\mathbf z}\times\mathbf E_2)
=\hat{\mathbf z}\cdot(\mathbf E_2\times\mathbf H_1^*).
$$

Equation (6) becomes

$$
\begin{aligned}
&(k_2-k_1)\int\hat{\mathbf z}\cdot\left(\mathbf E_1^*\times\mathbf H_2+\mathbf E_2\times\mathbf H_1^*\right)dA\\
&\qquad=(\omega_2-\omega_1)\int\left(\varepsilon\,\mathbf E_1^*\cdot\mathbf E_2+\mu_0\,\mathbf H_1^*\cdot\mathbf H_2\right)dA .
\end{aligned} \tag{7}
$$

Nothing has been expanded, so the two modes may be far apart. The same $B$ had to appear in both eigenproblems, and this is where frequency-independent permittivity was used.

### (d) The Hellmann–Feynman limit

*Take the modes on one branch and let them approach each other. What must be assumed about the eigenfield, and what changes where two branches cross?*

*Solution.* Hold $\psi_1=\psi$ fixed and let $k_2\to k_1=k$. Assume that, with a suitable choice of amplitude and phase, the field is continuous along the branch. This means that the integrals of $|\delta\mathbf E|^2$ and $|\delta\mathbf H|^2$ tend to zero, where $\delta\mathbf E=\mathbf E_2-\mathbf E_1$ and $\delta\mathbf H=\mathbf H_2-\mathbf H_1$. The Cauchy–Schwarz inequality then gives, for example,

$$
\left|\int\hat{\mathbf z}\cdot(\mathbf E_1^*\times\delta\mathbf H)\,dA\right|
\le\left(\int|\mathbf E_1|^2dA\right)^{1/2}\left(\int|\delta\mathbf H|^2dA\right)^{1/2}\to0 .
$$

The other terms in (7) are bounded in the same way. Both overlaps therefore tend to their values at $\psi_2=\psi$. Since $\varepsilon$ and $\mu_0$ are positive, $\langle\psi|B\psi\rangle>0$, and the overlap with $B$ is nonzero when $k_2$ is close enough to $k$. Dividing (6) by $(k_2-k_1)\langle\psi_1|B\psi_2\rangle$ and taking the limit gives

$$
\frac{d\omega}{dk}=\frac{\langle\psi|A'\psi\rangle}{\langle\psi|B\psi\rangle}. \tag{8}
$$

This is the Hellmann–Feynman theorem for the generalized eigenproblem (2). The slope of the eigenvalue is the expectation value of the derivative of the operator, divided by the weighted norm. The change of the mode profile with $k$ does not appear. The limit also shows that $\omega(k)$ is differentiable, which did not have to be assumed.

At a crossing of two branches $a$ and $b$, $\psi$ must be the limit of one branch. To see what a superposition gives, take one mode from each branch at the same $k$ beside the crossing. There $\omega_a\ne\omega_b$, so (6) gives $\langle\psi_a|B\psi_b\rangle=0$, and by continuity this also holds at the crossing. Now put mode $a$ at the crossing and let mode $b$ approach it along its own branch. Dividing (6) by $k_2-k_1$ gives $\langle\psi_a|A'\psi_b\rangle=v_b\langle\psi_a|B\psi_b\rangle=0$, where $v_b$ is the slope of branch $b$. With all cross terms zero, the right side of (8) for $\alpha\psi_a+\beta\psi_b$ is an average of the two slopes, weighted by $|\alpha|^2\langle\psi_a|B\psi_a\rangle$ and $|\beta|^2\langle\psi_b|B\psi_b\rangle$. It is the slope of neither branch unless the slopes coincide or one coefficient vanishes.

### (e) Physical meaning of the two matrix elements

*Express (8) through the time-averaged power carried by the mode and its time-averaged electromagnetic energy per length.*

*Solution.* Let two real quantities oscillate as $\mathrm{Re}(ae^{-i\omega t})$ and $\mathrm{Re}(be^{-i\omega t})$. Their product is

$$
\tfrac14\left(ae^{-i\omega t}+a^*e^{i\omega t}\right)\left(be^{-i\omega t}+b^*e^{i\omega t}\right).
$$

The terms with $e^{\pm2i\omega t}$ average to zero over a period. This leaves $\frac14(ab^*+a^*b)=\frac12\mathrm{Re}(ab^*)$. Applied to the Poynting vector, the rule gives the guided power

$$
P=\frac12\,\mathrm{Re}\int\hat{\mathbf z}\cdot(\mathbf E\times\mathbf H^*)\,dA. \tag{9}
$$

The instantaneous energy density is half of $\varepsilon$ times the squared electric field plus half of $\mu_0$ times the squared magnetic field. The average supplies another factor $\frac12$, so the energy per length is

$$
U=\frac14\int\left(\varepsilon|\mathbf E|^2+\mu_0|\mathbf H|^2\right)dA. \tag{10}
$$

For equal modes, the first integral in (7) contains $\mathbf E^*\times\mathbf H+\mathbf E\times\mathbf H^*$. The first product is the complex conjugate of the second, so the sum is $2\,\mathrm{Re}(\mathbf E\times\mathbf H^*)$. Therefore

$$
\langle\psi|A'\psi\rangle=2\,\mathrm{Re}\int\hat{\mathbf z}\cdot(\mathbf E\times\mathbf H^*)\,dA=4P,\qquad
\langle\psi|B\psi\rangle=4U .
$$

The factors of four cancel in (8):

$$
v_g=\frac{d\omega}{dk}=\frac PU. \tag{11}
$$

Watts divided by joules per metre are metres per second, as required. A change of amplitude multiplies $P$ and $U$ by the same factor, and a constant phase drops out of both.

The sign can be checked by reversing the mode. Complex conjugation of (1) shows that $(\mathbf E^*,-\mathbf H^*)$ is a mode at $-k$ with the same $\omega$. Its energy is unchanged and its power has the opposite sign. This agrees with the fact that the slope of the even function $\omega(k)=\omega(-k)$ is odd.

## Second half: energy flow, a computed mode and material dispersion

The symbols carried over are these. A mode $\psi=(\mathbf E,\mathbf H)$ varies as $e^{i(kz-\omega t)}$ and obeys $A(k)\psi=\omega B\psi$, where $B$ multiplies $\mathbf E$ by $\varepsilon$ and $\mathbf H$ by $\mu_0$. The operator $A(k)=A(0)+kA'$ is Hermitian. The guided power $P$ and energy per length $U$ satisfy $\langle\psi|A'\psi\rangle=4P$ and $\langle\psi|B\psi\rangle=4U$. For frequency-independent real $\varepsilon$, the group velocity is $v_g=P/U$. Equation (7) is the corresponding identity for two separated modes. Below, $c$ is the speed of light in vacuum, $k_0=\omega/c$, and $n=\sqrt{\varepsilon/\varepsilon_0}$ is the local refractive index.

For real, frequency-independent permittivity, the slope of the dispersion curve has been found from the fields at a single $k$ as $v_g=P/U$. It remains to connect this ratio with energy transport, bound its size, test it on a computed rod mode, and extend it to frequency-dependent permittivity.
